Why a Perfectly Directional Uniform Grating Cannot Fill a Gaussian Fibre

A uniform grating coupler that radiates all of its light upward, at the correct angle, still puts at most about 80 percent of it into a Gaussian fibre mode. In the wide-beam limit the maximum is 0.801, a loss of 0.96 dB. The rest also travels upward towards the fibre, but in a shape that the fibre does not guide.

**The belief and its appeal**

The belief runs as follows. A grating coupler can lose light in three ways: some stays in the waveguide, some goes down into the substrate, and some leaves at the wrong angle. Make the grating long, suppress the downward radiation and choose the period correctly, and every loss is gone. All the light must then enter the fibre.

Each item in this budget is a real loss, and removing it does help. The budget is tempting because it accounts for all the energy. But a single-mode fibre is not a bucket that collects whatever falls on its end. It accepts one field pattern, and light in any orthogonal pattern is lost from the guided mode even if it strikes the core. Directionality says how much power goes up; it does not say how that power is distributed along the grating.

**The field that the grating makes**

Let light enter the grating at z = 0 and travel towards positive z. Assume one forward guided wave, no reflection, no absorption, and a grating long enough to empty the guide. Assume also that the field separates into a lateral factor, matched to the fibre for now, and a factor along z. A uniform grating removes the same fraction of the guided power P in each unit of length:

dP/dz = −2αP, so P(z) = exp(−2αz) for P(0) = 1.

Here α is the decay rate of the guided amplitude. With perfect directionality, all the power lost from the guide appears in the upward beam, whose power per unit length is 2αP. Its amplitude is the square root of this:

f(z) = √(2α) exp(−αz) for z > 0, and f(z) = 0 for z < 0.

The linear phase that sets the beam angle has been removed, because a correctly tilted fibre has the same phase along the chip. The normalisation ∫f² dz = 1 says that all the power has been radiated. Squared field stands for power here, which is accurate when the beam is many wavelengths wide, α ≪ k₀ with k₀ = 2π/λ. The error for a real beam width is estimated below.

The fibre mode, traced on the chip surface, is

g(z) = [2/(πw²)]^(1/4) exp[−(z − z₀)²/w²], with ∫g² dz = 1.

Its centre is z₀, and w is its 1/e field radius along the chip. For a fibre of radius w_f tilted by θ from the vertical, w = w_f/cos θ.

Expand f in a complete orthonormal set that contains g. The coefficient of g is the overlap integral, and its squared magnitude is the power carried by the fibre mode:

η = |∫ f g* dz|².

Since both functions are normalised, η = 1 would require f and g to have the same shape. One has a sharp edge and a one-sided tail; the other is smooth and symmetric. So η < 1, and the question is by how much.

Could the beam become Gaussian if the fibre were moved away? Free propagation multiplies each propagating plane wave by a phase factor. The same factor multiplies that component of both fields, so it cancels in the overlap. One may therefore trace the fibre mode back to the chip, where a distant fibre appears as a wider Gaussian with a curved phase φ(z). Because f is nonnegative,

|∫ f |g| exp(iφ) dz| ≤ ∫ f |g| dz.

A flat-phase Gaussian of the same width does at least as well. The same inequality covers an error in tilt, for which φ is linear. The search for the maximum can thus be confined to flat, correctly tilted Gaussians.

**The overlap in closed form**

Define a = αw and s = z₀/w, and substitute z = z₀ + wt. The integral without its prefactors becomes

∫₀^∞ exp[−αz − (z − z₀)²/w²] dz = w exp(−as) ∫₋ₛ^∞ exp(−t² − at) dt.

Complete the square, t² + at = (t + a/2)² − a²/4, and set v = t + a/2. The lower limit becomes a/2 − s, so the integral is

w (√π/2) exp(a²/4 − as) erfc(a/2 − s),

where erfc(x) = (2/√π)∫ₓ^∞ exp(−v²) dv. Squaring, and restoring the prefactors 2α from f² and √(2/π)/w from g², gives the coefficient

2α · √(2/π)/w · w²π/4 = a√(π/2).

Therefore

η = √(π/2) a exp(a²/2 − 2as) erfc²(a/2 − s).

Only two ratios remain: the grating strength and the fibre position, both measured with the fibre radius.

Two limits show the competition. For a weak grating, a ≪ 1, put the fibre well inside the grating but still near its start compared with the decay length, so that s ≫ 1 and as ≪ 1. Then erfc → 2 and

η ≈ 2√(2π) a.

The radiated beam is much longer than the fibre mode, and most of it misses. For a strong grating, a ≫ 1, put the fibre centre at the edge, s = 0. Using erfc(x) ≈ exp(−x²)/(x√π) for large x, the exponentials cancel and

η ≈ 2√(2/π)/a.

Now the light leaves in a strip much narrower than the fibre mode. The efficiency vanishes in both limits, although the directionality is perfect throughout.

**The maximum**

Use u = a/2 − s in place of s. Then a²/2 − 2as = −a²/2 + 2au, and

ln η = constant + ln a − a²/2 + 2au + 2 ln erfc(u).

At fixed u, the derivative with respect to a vanishes when

1/a − a + 2u = 0, so a = u + √(u² + 1).

The other root of the quadratic is negative. The second derivative, −1/a² − 1, is negative, so this is the unique maximum at that u. The condition also gives u = (a − 1/a)/2, hence

s = a/2 − u = 1/(2a), or z₀ = 1/(2α).

The mean position of the radiated power is ∫₀^∞ z 2α exp(−2αz) dz = 1/(2α). At the joint optimum the fibre is therefore centred on the centroid of the radiated power.

Now vary u while a follows its best value. The change of a contributes nothing, since ∂ln η/∂a = 0 there. With the derivative of erfc(u) equal to −(2/√π)exp(−u²),

d ln η/du = 2a − (4/√π) exp(−u²)/erfc(u) = −[2a/erfc(u)] φ(u),

φ(u) = (2/√π) exp(−u²)/a − erfc(u).

From here on φ denotes this function, not a phase. Its derivative is

φ′ = (2/√π) exp(−u²) [1 − 2u/a − a′/a²].

From u = (a − 1/a)/2 we have 2u/a = 1 − 1/a². Also a′ = 1 + u/√(u² + 1) = a/√(u² + 1), and √(u² + 1) = a − u = (a + 1/a)/2, so a′/a² = 2/(a² + 1). The bracket becomes

1/a² − 2/(a² + 1) = (1 − a²)/[a²(a² + 1)].

It is positive for a < 1, which means u < 0, and negative for u > 0. As u → −∞, φ → −2. At u = 0, a = 1 and φ = 2/√π − 1 > 0. As u → +∞, φ falls towards zero and so stays positive. Thus φ has one root, at negative u. The efficiency rises before it and falls after it, so the root gives the global maximum.

At the root, erfc(u) = (2/√π)exp(−u²)/a. Inserting this in η gives

η_max = √(π/2) a · [4/(πa²)] exp(−a²/2 + 2au − 2u²).

The exponent is −(a − 2u)²/2, and a − 2u = 1/a. Hence

η_max = √(8/π) (1/a) exp[−1/(2a²)].

This compact form holds at the optimum, not for arbitrary a. Solving φ = 0 numerically by bracketing the root gives u = −0.3893, a = 0.6838 and s = 0.7312. Then

η_max = (1.596/0.6838) exp(−1.069) = 0.801.

A free numerical search over strength, position, tilt and wavefront curvature, with the overlap evaluated by quadrature, reaches the same 0.801.

**Where the missing fifth goes**

The patterns orthogonal to the fibre mode can be taken as Hermite–Gauss functions with the same centre and radius. With x = (z − z₀)/w, the derivatives of g are

∂g/∂z₀ = (2x/w) g and ∂g/∂w = [(4x² − 1)/(2w)] g.

These are proportional to the first and second Hermite–Gauss functions. At the maximum the overlap is stationary in both z₀ and w, so the radiated beam contains neither order. Shifting or resizing the Gaussian has already done all it can.

Numerical projection puts 8.1 percent of the power in order 3, 0.36 percent in order 4 and 0.33 percent in order 5. The shares do not fall steadily: orders 6, 7 and 10 hold 1.7, 1.1 and 1.3 percent. Orders 0 to 40 together hold 96.6 percent, leaving 3.4 percent in still higher orders. The single largest part of the loss is thus a third-order pattern, which is antisymmetric about the fibre centre.

The limit applies equally to light sent from the fibre into the guide. Let the grating occupy z < 0 and let the guided wave leave it at z = 0. For a real incident amplitude S(z), the guided amplitude A obeys

dA/dz = −αA + √(2α) S.

Multiplying by 2A and rearranging gives the power balance

d(A²)/dz = S² − (S − √(2α)A)².

The last term is the power sent back upward: the incident field minus what the guide re-radiates. Solving the first equation with no guided light at the start gives

A(0) = √(2α) ∫₋∞^0 exp(αz) S(z) dz.

This is the earlier overlap reflected in z, with the same maximum. The loss now has two parts. Some of the Gaussian falls at z > 0, beyond the edge of the grating, and some of the light that does meet the grating is sent back upward, as the last term of the power balance shows.

**A silicon coupler in numbers**

Take rough typical values for a silicon-on-insulator coupler: a 0.22 µm silicon layer etched by 0.07 µm, air above, and 2 µm of oxide below. The wavelength is 1.55 µm, the fibre field radius 5.2 µm and the fibre angle 10° in air. The refractive indices are 3.48 for silicon and 1.44 for oxide.

For the fundamental transverse-electric mode of a slab of thickness d, the effective index n satisfies

k₀dκ = arctan(γ₁/κ) + arctan(γ₂/κ),

with κ² = 3.48² − n², γ₁² = n² − 1.44² and γ₂² = n² − 1. Its numerical solution is 2.835 for the full layer and 2.508 for the etched one. With equal tooth and groove widths, their mean, 2.671, is a simple estimate for the grating. The grating subtracts 2π/Λ from the guided wavenumber, and the result must equal k₀ sin θ. The period is then

Λ = λ/(n − sin θ) = 1.55/(2.671 − 0.174) = 0.621 µm.

The fibre radius along the chip is w = 5.2/cos 10° = 5.28 µm. The best strength and position follow:

α = 0.6838/5.28 = 0.1295 µm⁻¹,

z₀ = 1/(2α) = 3.86 µm.

Each period should radiate 1 − exp(−2αΛ) = 15 percent of the power that reaches it. This is the strength required by the fibre; whether the assumed etch supplies it has not been calculated.

If α is halved and the fibre recentred, the efficiency falls to 0.71. If α is doubled, it falls to 0.70. In both comparisons w is fixed and the directionality remains perfect. A factor of two in strength costs about ten percentage points.

**Changing the shape removes the limit**

The cause can be isolated by keeping the directionality perfect and changing only the strength along the grating. To radiate a prescribed normalised profile G², require 2α(z)P(z) = G²(z). The power still guided at z is what has not yet been radiated, so

2α(z) = G²(z) / [1 − ∫₋∞^z G²(z′) dz′].

For Gaussian G the strength starts near zero and rises along the grating. Up to the beam centre G² grows while the guided power falls; beyond it G² falls too, but the remaining guided power falls faster. Integrating the guided power through this profile over six fibre radii gives an efficiency of 1.000. If 2α is not allowed to exceed 0.50 µm⁻¹, the result is 0.992. That cap is 27 percent per period, nearly twice the best uniform strength, and a shallow etch may not reach it; with the cap at 0.26 µm⁻¹, the best uniform strength, the result is 0.93. The missing fifth was therefore a penalty for uniformity. These figures assume that arbitrarily weak teeth can be made; a minimum feature size would reduce them. They also assume that the phase stays linear: changing the tooth width changes the mean index, so in a real grating the period must be adjusted along with the strength.

The 80 percent limit also does not carry over to a grating fed from both ends, or to one with a strong reflection. There the radiated field is no longer a single decaying exponential.

**What a real coupler adds**

Of the departures from the ideal estimated here, imperfect directionality is the largest. To estimate the effect, place a thin sheet of current in the middle of the etched depth and treat the layer as unbroken silicon. The electric field is the same on both sides of the sheet, so the power divides in proportion to the real parts of the wave admittances looking up and down. Carrying these through the layers, with a silicon substrate at the bottom, gives an upward share of 0.60. For oxide thicknesses from 1 to 3 µm it ranges from 0.22 to 0.62, because light reflected at the substrate interferes with the direct radiation.

Two smaller factors follow. A cosine field across a guide 12 µm wide overlaps the fibre mode by 0.964. An uncoated fibre end of index 1.44 in air reflects (0.44/2.44)² = 0.033 at normal incidence. Treating the factors as independent,

0.801 × 0.598 × 0.964 × 0.967 = 0.447,

or a loss of 3.5 dB. A loss of a few decibels is also the rough size found in plain uniform couplers on this platform, and the period of 0.62 µm lies in their usual range. The product is an estimate, not a device simulation: it omits guide reflections and the detailed scattering by the teeth. It does show what directionality can achieve. Raising the upward share from 0.60 to 1 would be a large gain, but the factor 0.801 would remain.

Other departures cost a few percent or less for these numbers. Each is taken alone, with α and z₀ kept at their best values:

- Stopping after 20 periods, or 12.4 µm, leaves 4.0 percent of the power in the guide but lowers the efficiency only to 0.795. The discarded tail overlaps the fibre mode weakly.
- An angle error of 1° lowers it to 0.774.
- Moving the fibre 20 µm away along its axis lowers it to 0.786 through the mismatch along z, and the lateral spreading of the beam costs about another 2 percent. The distance is well below the Rayleigh length πw_f²/λ = 55 µm.

The finite beam width calls for more care, because it can move the limit itself. Take f first to be the electric field just above the chip. The sharp edge of f contains steep plane waves, and some components that do not propagate at all. The squared field counts these at full weight, whereas the upward power flux weights each component by the cosine of its angle. For vertical emission, with ε = α/k₀ and q the wavenumber along the chip in units of k₀, the flux-weighted norm of f is

∫₋₁^1 √(1 − q²) ε/[π(ε² + q²)] dq = √(1 + ε²) − ε ≈ 1 − ε.

Here ε = 0.032, so normalising by the true flux raises the efficiency by about 3 percent of its value. The numerical flux-weighted overlap at 10° is 0.826. For a beam ten times wider, with α reduced tenfold, it is 0.804, close to the limiting 0.801. The size of the shift depends on what f is taken to describe near the edge. If f is instead a radiating current sheet in free space, the overlap at 10° is 0.802, and for a sheet inside the silicon layer it is about 0.82. For a standard fibre the honest statement is therefore "about 80 percent", with an uncertainty of a few percentage points from the idealised edge.

A measured loss should be read accordingly. Light found below the grating calls for better directionality, and much light left in the guide points to a grating that is too short or too weak. Once the grating extends well past the fibre mode, making it longer recovers little, because the tail overlaps that mode weakly. Making such a long grating stronger helps only up to about α = 0.68/w; beyond that the guide empties faster but the fibre receives less. Suppose that little light is lost below, left in the guide or reflected back along it, and that the lateral mismatch and the reflection at the fibre end have been allowed for. If about a fifth is still missing from a well-aligned fibre, the uniform profile is enough to explain it, and varying the strength along the grating can recover most of that loss.
